# Which V-Cycles Safely Precondition Conjugate Gradients?

Conjugate gradients for \(Ax=b\), with \(A\) real, symmetric and positive definite, measures lengths and angles with one inner product, \((u,v)_A=u^TAv\). A linear preconditioner \(B\) turns the residual \(r\) into a correction \(z=Br\), so the operator that the method sees is \(BA\). It is self-adjoint in this inner product when

\[
(u,BAv)_A=u^TABAv=(BAu,v)_A=u^TAB^TAv
\]

for all \(u,v\), that is, when \(B=B^T\). Transposition reverses the order of a product. A V-cycle, which smooths, restricts, solves, prolongs and smooths again, therefore equals its own transpose if it reads the same backwards: the last smoothing is the adjoint of the first, and restriction is the adjoint of prolongation. A positive factor between restriction and adjoint prolongation does no harm to this symmetry.

## The belief and its appeal

The belief is that any V-cycle will serve as a preconditioner. It has a good argument behind it. A V-cycle that strongly reduces every error makes \(BA\) close to the identity, and conjugate gradients should only improve on a good approximate inverse. Dropping the post-smoothing, or sweeping in the same order twice, hardly seems to matter.

The opposite slogan, that the cycle must be symmetric or convergence stalls, is not right either. Symmetry without positivity gives no guarantee, some nonsymmetric cycles work well, and a small change in the algorithm restores a guarantee for every cycle that contracts the error in the \(A\)-norm, \(\|e\|_A=\sqrt{e^TAe}\).

The setting here is the Poisson equation \(-\nabla^2V=4\pi\rho\) in atomic units, with \(V=0\) on the walls of a cube. Second-order differences with spacing \(h\) give \(Ax=b\), where \(b=4\pi\rho\). Let \(x_*\) be the discrete solution and \(e=x_*-x\) the error, so that \(r=b-Ax=Ae\). Since \(\rho=Ax_*/4\pi\), the electrostatic functional is

\[
W[x]=h^3\left(\rho^Tx-\frac{x^TAx}{8\pi}\right)
=\frac{h^3}{8\pi}\left(2x_*^TAx-x^TAx\right)
=\frac{h^3}{8\pi}\left(\|x_*\|_A^2-\|e\|_A^2\right).
\]

Its maximum is the electrostatic energy, and the energy still missing is \(h^3\|e\|_A^2/8\pi\). The \(A\)-norm is thus the physical measure of error.

## What the adjoint cycle guarantees

Start a cycle from zero. Pre-smoothing with a matrix \(M\) gives \(x_1=M^{-1}r\) and leaves the residual \((I-AM^{-1})r\). Let the restriction be \(cP^T\), with \(P\) the prolongation and \(c>0\), and let \(B_c\) be the coarse solver. Then

\[
x_2=M^{-1}r+cPB_cP^T(I-AM^{-1})r .
\]

Adjoint post-smoothing uses \(M^T\):

\[
x_3=x_2+M^{-T}(r-Ax_2)=M^{-T}r+(I-M^{-T}A)x_2 .
\]

Inserting \(x_2\) and setting \(F=(I-M^{-T}A)P\), we find

\[
B=M^{-T}+M^{-1}-M^{-T}AM^{-1}+cFB_cF^T
=M^{-T}(M+M^T-A)M^{-1}+cFB_cF^T .
\]

If \(B_c\) is symmetric, so is \(B\). The coarsest problem is solved directly, so symmetry climbs from level to level.

Positivity needs another condition. Put \(y=M^{-1}Ae\), so that \(Ae=My\). One smoothing step changes the error to \(e-y\), and

\[
\|e-y\|_A^2=\|e\|_A^2-2y^TMy+y^TAy
=\|e\|_A^2-y^T(M+M^T-A)y .
\]

The smoother reduces every error precisely when \(M+M^T-A\) is positive definite. The first term of \(B\) is then positive definite, the second is non-negative if \(B_c\) is positive, and \(B\) is positive definite.

For Gauss-Seidel, write \(A=D+L+L^T\), with \(D\) diagonal and \(L\) strictly lower triangular in the order of the sweep. Then \(M=D+L\) and \(M+M^T-A=D\), which is positive. With relaxation factor \(\omega\), \(M=D/\omega+L\) and the matrix becomes \((2/\omega-1)D\), which is negative for \(\omega>2\). The coarse term cannot repair this: it has fewer dimensions than the fine grid, so there are residuals with \(F^Tr=0\), for which \(r^TBr<0\). At \(\omega=2.2\) on a \(7^3\) grid the cycle is symmetric, yet the lowest eigenvalue of \(B\) is \(-1.58\) in grid units (\(h=1\)); one eigenvalue, 0.198, is positive and the other 342 are negative. Conjugate gradients may still converge with such a cycle, but the guarantee is gone: if \(B\) has eigenvalues of both signs, \(r^TBr\) can vanish for a nonzero residual, and the recursion then breaks down. A palindrome is not automatically a safe preconditioner.

## Where the textbook recursion uses symmetry

Let \(z_k=Br_k\), \(s_k=z_k^Tr_k\) and \(p_0=z_0\). The textbook recursion is

\[
\alpha_k=\frac{s_k}{p_k^TAp_k},\quad
x_{k+1}=x_k+\alpha_kp_k,\quad
r_{k+1}=r_k-\alpha_kAp_k,
\]
\[
p_{k+1}=z_{k+1}+\beta_kp_k,\qquad \beta_k=\frac{s_{k+1}}{s_k}.
\]

Part of its structure survives any \(B\) for which no \(s_k\) vanishes early. Suppose \(p_k^Tr_k=s_k\), as is true at \(k=0\). Then \(p_k^Tr_{k+1}=s_k-\alpha_kp_k^TAp_k=0\), and hence \(p_{k+1}^Tr_{k+1}=s_{k+1}\), whatever the value of \(\beta_k\). Each step is therefore a line minimisation, with

\[
\|e_{k+1}\|_A^2=\|e_k\|_A^2-2\alpha_ks_k+\alpha_k^2p_k^TAp_k
=\|e_k\|_A^2-\frac{s_k^2}{p_k^TAp_k}.
\]

The error never grows. This makes the failure quiet: there is no divergence to draw attention to it.

What can be lost is conjugacy. From \(Ap_k=(r_k-r_{k+1})/\alpha_k\),

\[
p_k^TAp_{k+1}
=\frac{z_{k+1}^Tr_k-s_{k+1}}{\alpha_k}+\beta_k\frac{s_k}{\alpha_k}
=\frac{z_{k+1}^Tr_k}{\alpha_k}.
\]

For symmetric \(B\), the numerator is \(r_{k+1}^TBr_k=r_{k+1}^Tz_k\). At \(k=0\) this is \(r_1^Tp_0=0\). Later, \(z_k=p_k-\beta_{k-1}p_{k-1}\), and both products vanish: \(p_k^Tr_{k+1}=0\) by line minimisation, while

\[
p_{k-1}^Tr_{k+1}=p_{k-1}^Tr_k-\alpha_kp_{k-1}^TAp_k=0
\]

by line minimisation and the conjugacy of the previous pair. For nonsymmetric \(B\) nothing forces \(z_{k+1}^Tr_k\) to vanish.

## A stall that can be solved in closed form

Take two unknowns, \(A=I\), and \(B=I+\tau J\), where \(J\) is a rotation by a quarter turn and \(\tau>0\). Now \(e=r\), \(J^T=-J\) and \(J^2=-I\). The preconditioner looks harmless for \(\tau<1\): the plain iteration \(x\leftarrow x+Br\) multiplies the error by \(I-B=-\tau J\), and so shrinks it by \(\tau\) per step.

In textbook conjugate gradients, \(s_k=r_k^TBr_k=|r_k|^2\). Because \(p_k^Tr_k=s_k\), the direction must have the form \(p_k=r_k+c_kJr_k\), with \(c_0=\tau\). Its squared length is \((1+c_k^2)|r_k|^2\), so \(\alpha_k=1/(1+c_k^2)\) and

\[
r_{k+1}=\frac{c_k^2r_k-c_kJr_k}{1+c_k^2},\qquad
\beta_k=\frac{|r_{k+1}|^2}{|r_k|^2}=\frac{c_k^2}{1+c_k^2}.
\]

Applying \(J\) to the new residual gives

\[
Jr_{k+1}=\frac{c_k^2Jr_k+c_kr_k}{1+c_k^2}=\frac{c_k}{1+c_k^2}\,p_k ,
\]

and therefore \(\beta_kp_k=c_kJr_{k+1}\). The next direction is

\[
p_{k+1}=r_{k+1}+\tau Jr_{k+1}+c_kJr_{k+1},
\]

so \(c_{k+1}=c_k+\tau\) and \(c_k=(k+1)\tau\). The recursion adds to the useless sideways component when it should cancel it. Multiplying the reductions,

\[
\frac{|e_K|^2}{|e_0|^2}=\prod_{j=1}^{K}\frac{1}{1+1/(j\tau)^2}
\;\longrightarrow\;\frac{\pi/\tau}{\sinh(\pi/\tau)}>0 ,
\]

where the limit follows from the product \(\sinh(\pi x)/(\pi x)=\prod_j(1+x^2/j^2)\) at \(x=1/\tau\).

At \(\tau=0.5\), \(\pi/\tau=6.283\) and the limit is 0.0235. Its square root, 0.153, is the relative error below which the method never falls, although the plain iteration halves the error at every step. After 4000 steps the computed value is 0.1533. For small \(\tau\) the plateau is about \(\sqrt{2\pi/\tau}\,e^{-\pi/2\tau}\), which is exponentially small: at \(\tau=0.1\) it is \(1.2\times10^{-6}\). A tolerance of \(10^{-4}\) is therefore met at \(\tau=0.1\), where it hides the plateau, but never at \(\tau=0.5\).

## The repair and its price

The surplus term in the conjugacy relation shows the remedy. Choose

\[
\beta_k=\frac{z_{k+1}^T(r_{k+1}-r_k)}{s_k}.
\]

The extra contribution to \(p_k^TAp_{k+1}\) is \(-(z_{k+1}^Tr_k/s_k)(s_k/\alpha_k)=-z_{k+1}^Tr_k/\alpha_k\), which cancels the defect. This is flexible conjugate gradients. It costs one more inner product per step. If \(Ap_k\) is still in memory, no further vector need be stored, because \(r_{k+1}-r_k=-\alpha_kAp_k\).

To see what is gained, compare all corrections \(ap_k+b\,p_{k-1}\). Since \(p_{k-1}^Tr_k=0\) and \(p_{k-1}^TAp_k=0\),

\[
\|e_k-ap_k-bp_{k-1}\|_A^2
=\|e_k\|_A^2-2as_k+a^2p_k^TAp_k+b^2p_{k-1}^TAp_{k-1}.
\]

The minimum is at \(b=0\), \(a=\alpha_k\), which is the step actually taken. The same plane contains \(z_k=p_k-\beta_{k-1}p_{k-1}\), the correction of the plain cycle. With \(\delta=\|I-BA\|_A\),

\[
\|e_{k+1}\|_A\le\|e_k-z_k\|_A=\|(I-BA)e_k\|_A\le\delta\|e_k\|_A .
\]

At the first step \(z_0=p_0\), and the same bound holds. If \(\delta<1\), then \(s_k=(e_k,z_k)_A\ge(1-\delta)\|e_k\|_A^2\), so there is no breakdown. Symmetry has not been used. In the two-dimensional model flexible conjugate gradients finishes in two steps. If \(\delta\ge1\), however, the bound promises nothing.

## A nonsymmetric cycle that contracts

The V(1,0) cycle, with pre-smoothing and no post-smoothing, tests the belief fairly, because it is a convergent solver. Let \(R=P^T\) and \(A_c=P^TAP\), and define \(Q=A_c^{-1}P^TA\), so that \(QP=I\). If \(E_c=I-B_cA_c\) is the coarse error operator, then \(B_cP^TA=B_cA_cQ=(I-E_c)Q\), and the coarse correction multiplies the error by

\[
K=I-PB_cP^TA=(I-PQ)+PE_cQ .
\]

The two parts act on \(A\)-orthogonal subspaces. The first leaves its component unchanged, and the second applies \(E_c\), with \(\|Pu\|_A=\|u\|_{A_c}\). As \(E_c=0\) on the coarsest grid and the smoother \(S=I-M^{-1}A\) contracts, induction gives \(\|K\|_A\le1\) and \(\|KS\|_A<1\).

Let a star denote the adjoint in the energy inner product of the level concerned. Then \(K^*=(I-PQ)+PE_c^*Q\), and \(QP=I\) removes the cross terms:

\[
K^*K=(I-PQ)+PE_c^*E_cQ .
\]

This is the coarse correction of the adjoint V(1,1) cycle, provided its coarse error operator is \(E_c^*E_c\), which holds by induction from the coarsest grid. Adjoint post-smoothing supplies \(S^*=I-M^{-T}A\), so the complete error operator is \((KS)^*(KS)\) and \(\delta_{1,1}=\delta_{1,0}^2\). On the \(7^3\) grid \(\delta_{1,0}=0.541\), and its square is 0.292, the value found for the adjoint cycle.

## Two charges in a grounded box

Place Gaussian charges \(+1\) and \(-1\), each of width 0.5 Å and 2.25 Å apart, in a cube of side 8 Å. A spacing of 0.25 Å gives \(31^3=29\,791\) unknowns. The discrete electrostatic energy is 9.573 eV; the same pair in free space has 9.858 eV. The difference, \(-0.285\) eV, combines the response of the walls, \(-0.385\) eV, with a discretisation error of \(+0.100\) eV: halving the spacing lowers the energy to 9.497 eV, and the limit of zero spacing in this box is 9.473 eV. The convergence errors below are relative to the discrete solution, in the \(A\)-norm.

All cycles use Gauss-Seidel sweeps over eight interleaved sets of points. The forward sweep begins with the points shared with the coarse grid and ends with the centres of the coarse cells. With a target of \(10^{-10}\) and at most 100 steps:

- **Adjoint V(1,1):** both formulas for \(\beta\) reach the target in 10 steps.
- **V(1,1) with the same sweep order twice:** both reach it in 9 steps, despite the asymmetry.
- **V(1,0):** the flexible formula needs 17 steps; the textbook formula is still at \(3.3\times10^{-4}\) after 100.
- **Adjoint sweeps with injection as restriction:** neither reaches the target. The errors after 100 steps are \(9.5\times10^{-2}\) (textbook) and \(4.8\times10^{-4}\) (flexible).

The third case refutes the belief: the plain V(1,0) cycle, used alone, reaches the target in 23 steps. The textbook error falls to \(1.9\times10^{-3}\) in 10 steps, but the next 90 steps gain less than a factor of six. One hundred steps cannot decide whether a true plateau lies below. The largest conjugacy defect \(|z_{k+1}^Tr_k|/s_k\) is about 1 in this run, against rounding level for the adjoint cycle.

The second case speaks against the opposite slogan: a nonsymmetric cycle reaches the target without stalling. Its largest defect in the textbook run is only 0.007. On the \(7^3\) grid, the skew part of \(BA\) has \(A\)-norm 0.115 for this cycle and 0.318 for V(1,0). These norms should not be inserted for \(\tau\) in the two-dimensional formula: at \(\tau=0.1\) that model already stalls near \(10^{-6}\), while this cycle goes below \(10^{-10}\). Continued past the target, the run falls to \(6\times10^{-15}\) at step 13, close to rounding level. This good behaviour belongs to the sweep order stated above. With the eight sets taken in reverse order in both sweeps, the skew norm is again 0.115, yet the textbook formula needs 40 steps. With lexicographic sweeps it is still at \(2.8\times10^{-10}\) after 100. The flexible formula needs 9 and 11 steps in these two cases. Repeating the sweep order is therefore not harmless in general.

The fourth case marks the limit of the repair. Injection here copies the residual at the shared points, multiplied by 4, and is not proportional to \(P^T\). The result belongs to this factor and does not condemn injection with other scalings. On the \(7^3\) grid this cycle has \(\delta=2.33\), and the symmetric part of \(BA\) has an eigenvalue of \(-0.37\). On that grid it neither contracts in the \(A\)-norm nor is positive, and with \(\delta\ge1\) the flexible bound gives no protection; \(\delta\) was not computed on the \(31^3\) grid.

Energies can conceal all this, because the missing energy is the total times the squared relative error. After five V(1,0) steps the textbook formula leaves \(9.573\times(7.44\times10^{-3})^2\approx5.3\times10^{-4}\) eV, and the flexible one \(2.7\times10^{-6}\) eV. After 100 textbook steps the deficit is only about \(10^{-6}\) eV, although the relative \(A\)-norm error, \(3.3\times10^{-4}\), is still far above the target of \(10^{-10}\). An energy that has stopped changing does not show that the solver is healthy.

The safe choices are therefore a symmetric positive cycle with the textbook formula, or a cycle that contracts in the \(A\)-norm with the flexible formula. The guarantee of the first requires the same linear cycle at every step. The second does not: its derivation uses only the vectors \(z_k\), so the number of sweeps may vary, provided each cycle contracts the error by a factor bounded below one. In either case \(z_k^Tr_k\) is positive for every nonzero residual, so a zero or negative value shows that the cycle does not meet its condition. With the textbook formula, a value of \(|z_{k+1}^Tr_k|/s_k\) well above rounding level shows that conjugacy has been lost. The full figures for the four listed cases are in the numerical output.

## Calculated quantities

```
2D model: tau, relative error after 4000 steps, predicted plateau
  0.10  1.2096e-06  1.1946e-06  flexible steps 2
  0.25  9.3807e-03  9.3620e-03  flexible steps 2
  0.50  1.5327e-01  1.5319e-01  flexible steps 2
7^3 grid: delta, skew norm, lowest eigenvalue of symmetric part of BA
  adjoint V(1,1)     0.2922  7.006e-16  0.7078
  same-order V(1,1)  0.2616  1.147e-01  0.7972
  pre-only V(1,0)    0.5406  3.179e-01  0.5185
  injection V(1,1)   2.3258  1.136e+00  -0.3723
over-relaxed symmetric cycle: omega 2.2, lowest eigenvalue of B -1.5848 (grid units)
box side 8.0 angstrom, spacing 0.25 angstrom, unknowns 29791
Gaussian width 0.5 angstrom, separation 2.2500 angstrom
electrostatic energy in box 9.57251 eV, free space 9.85778 eV
31^3 grid, limit 100 steps, target relative A-norm error 1e-10
cycle, beta: steps, last error, error at 10, largest defect
  adjoint V(1,1)     textbook:  10 reached, 4.42e-11, 4.42e-11, 9.9e-16
  adjoint V(1,1)     flexible:  10 reached, 4.42e-11, 4.42e-11, 4.2e-16
  same-order V(1,1)  textbook:   9 reached, 4.45e-11, 4.45e-11, 7.0e-03
  same-order V(1,1)  flexible:   9 reached, 1.30e-11, 1.30e-11, 9.8e-04
  pre-only V(1,0)    textbook: 100 not reached, 3.34e-04, 1.87e-03, 1.0e+00
  pre-only V(1,0)    flexible:  17 reached, 8.55e-11, 7.17e-07, 7.8e-02
  injection V(1,1)   textbook: 100 not reached, 9.50e-02, 9.50e-02, 1.3e+00
  injection V(1,1)   flexible: 100 not reached, 4.76e-04, 5.65e-04, 3.0e+00
pre-only V(1,0): step, textbook error, flexible error
    1  2.07e-01  2.07e-01
    2  6.09e-02  4.87e-02
    5  7.44e-03  5.27e-04
   10  1.87e-03  7.17e-07
   15  1.03e-03  1.08e-09
   20  7.50e-04  finished
   40  4.55e-04  finished
   70  3.66e-04  finished
  100  3.34e-04  finished
energy deficit after 5 steps of pre-only V(1,0)
  textbook: 5.305e-04 eV
  flexible: 2.657e-06 eV
```
